# Impedance and relaxation of a stabilized ferroelectric-dielectric stack: a numerical check

```python
"""Small-signal impedance of a Landau-Khalatnikov film on a dielectric.
Result under test, per unit area, signals exp(s*t):
  Z = (s + gV)/(s*Cinf*(s + gQ)),  S = eb + ed*tf/td,
  gV = (alpha + 1/S)/rho,  gQ = (alpha + 1/eb)/rho,
  1/Cinf = tf/eb + td/ed,  alpha = a + 3*b*P0**2.
P polarization, rho damping, a and b Landau coefficients, tf and td the film
and dielectric thicknesses, eb and ed background and dielectric permittivities.
gV and gQ are relaxation rates at fixed voltage and at fixed charge.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import epsilon_0, e as charge, h as planck, hbar, m_e
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

tf, td = 1.5e-9, 1.0e-9
eb, ed = 20 * epsilon_0, 9 * epsilon_0
a, Ps, rho = -1.0e9, 0.20, 0.5
b = -a / Ps**2
bias = 0.5


def landau(P):
    return a * P + b * P**3


def fields(P, v, thickness=td):
    """Solve the voltage sum and the continuity of displacement."""
    return np.linalg.solve([[tf, thickness], [eb, -ed]], [v, -P])


def rates(alpha, thickness=td, background=eb):
    S = background + ed * tf / thickness
    cinf = 1 / (tf / background + thickness / ed)
    return (alpha + 1 / S) / rho, (alpha + 1 / background) / rho, cinf


def impedance(s, alpha, background=eb):
    gV, gQ, cinf = rates(alpha, background=background)
    return (s + gV) / (s * cinf * (s + gQ))


def static_capacitance(alpha):
    gV, gQ, cinf = rates(alpha)
    return cinf * gQ / gV


def static_state(v):
    return brentq(lambda P: fields(P, v)[0] - landau(P), -1, 1, xtol=1e-15)


def displacement(v):
    P = static_state(v)
    return eb * fields(P, v)[0] + P


def evolve(field, start, duration_ns, **options):
    """Integrate the full nonlinear equation; time is in nanoseconds."""
    def slope(t, y):
        return [1e-9 * (field(y[0], t) - landau(y[0])) / rho]
    result = solve_ivp(slope, (0, duration_ns), [start], method="DOP853",
                       rtol=1e-11, atol=1e-14, **options)
    assert result.success
    return result


# Static capacitance from the nonlinear equation of state
P_bias = static_state(bias)
alpha_bias = a + 3 * b * P_bias**2
for v, alpha in ((0.0, a), (bias, alpha_bias)):
    slope = (displacement(v + 1e-4) - displacement(v - 1e-4)) / 2e-4
    assert abs(slope / static_capacitance(alpha) - 1) < 1e-5

# Impedance and energy loss from a driven nonlinear time integration
dv = 1e-3
impedance_error = 0.0
loss_error = 0.0
for f in (0.2, 1.0, 5.0):                      # GHz
    periods = int(np.ceil(6 * f)) + 1
    times = (periods + np.arange(64) / 64) / f

    def voltage(t):
        return bias + dv * np.cos(2 * np.pi * f * t)
    run = evolve(lambda P, t: fields(P, voltage(t))[0], P_bias,
                 (periods + 1) / f, t_eval=times, max_step=1 / (20 * f))
    P = run.y[0]
    E = np.array([fields(p, voltage(t))[0] for p, t in zip(P, times)])
    D1 = 2 * np.mean((eb * E + P) * np.exp(-2j * np.pi * f * times))
    s = 2j * np.pi * f * 1e9
    measured = dv / (s * D1)
    formula = impedance(s, alpha_bias)
    impedance_error = max(impedance_error, abs(measured / formula - 1))
    heat = tf * rho * np.mean(((E - landau(P)) / rho)**2)
    electrical = 0.5 * abs(s * D1)**2 * formula.real
    loss_error = max(loss_error, abs(heat / electrical - 1))
assert impedance_error < 1e-4
assert loss_error < 1e-3

# Free decay at fixed voltage and at fixed charge
gVb, gQb, cinf = rates(alpha_bias)
D_bias = displacement(bias)
kick = 1e-5
fixed_v = evolve(lambda P, t: fields(P, bias)[0], P_bias + kick, 0.5)
fixed_q = evolve(lambda P, t: (D_bias - P) / eb, P_bias + kick, 0.5)
decay_v = np.log(kick / (fixed_v.y[0, -1] - P_bias)) / 0.5e-9
decay_q = np.log(kick / (fixed_q.y[0, -1] - P_bias)) / 0.5e-9
assert abs(decay_v / gVb - 1) < 1e-3
assert abs(decay_q / gQb - 1) < 1e-3

# Loss of stability when the dielectric is too thin
td_min = ed * tf / (1 / abs(a) - eb)
ends = []
for factor in (0.8, 1.25):
    run = evolve(lambda P, t: fields(P, 0, factor * td_min)[0], 1e-4, 100)
    ends.append(abs(run.y[0, -1]))
assert ends[0] > 0.01 and ends[1] < 1e-8

# Zero background: a resistance in series with one capacitance
s = 2j * np.pi * 1e9
simple = rho * tf + (a * tf + td / ed) / s
assert abs(impedance(s, a, eb * 1e-6) / simple - 1) < 1e-4

# External resistance, compared with the two-variable circuit matrix
gV, gQ, cinf = rates(a)


def resistor_modes(r, thickness=td):
    return np.linalg.eigvals(np.array([
        [-(a + 1 / eb) / rho, 1 / (eb * rho)],
        [tf / (eb * r), -(tf / eb + thickness / ed) / r]]))


for r in np.logspace(-12, -6, 25):
    modes = resistor_modes(r)
    roots = np.roots([r * cinf, 1 + r * cinf * gQ, gV])
    assert np.max(np.abs(np.imag(modes))) == 0 and max(modes.real) < 0
    assert np.allclose(np.sort(modes.real), np.sort(roots.real), rtol=1e-6)
    assert max(resistor_modes(r, 0.8 * td_min).real) > 0
    assert max(resistor_modes(r, 1.25 * td_min).real) < 0
r_ext = 50 * 100e-12                           # 50 ohm, 100 square microns
slow_r = -max(resistor_modes(r_ext).real)

# Lateral modes; the polarization may also vary through the film
nf, nd = 45, 30
step = tf / nf
assert abs(td / nd / step - 1) < 1e-12
n = nf + nd
grad = (np.eye(n, n - 1) - np.eye(n, n - 1, -1)) / step
mean = (np.eye(n, n - 1) + np.eye(n, n - 1, -1)) / 2
eps = np.r_[np.full(nf, eb), np.full(nd, ed)][:, None]
stiff_z = step * grad.T @ (eps * grad)
mass = step * (mean.T @ (eps * mean) + step**2 / 12 * grad.T @ (eps * grad))
dz = np.diff(np.eye(nf), axis=0) / step


def depolarization(k):
    G = grad[:nf]
    return step * G @ np.linalg.solve(stiff_z + k**2 * mass, G.T)


k_grid = np.linspace(0, 8e9, 81)
depol = [depolarization(k) for k in k_grid]


def mode_stiffness(g):
    return np.array([a + np.linalg.eigvalsh(
        (W + W.T) / 2 + g * (k**2 * np.eye(nf) + dz.T @ dz))[0]
        for k, W in zip(k_grid, depol)])


g_grad = 1e-10
spectrum = mode_stiffness(g_grad)
assert abs(spectrum[0] / (rho * gV) - 1) < 1e-6
for k in (0.5e9, 1e9, 2.5e9):
    W = depolarization(k)
    uniform = 1 / (tf * k * (eb / np.tanh(k * tf) + ed / np.tanh(k * td)))
    assert abs(W.sum() / nf / uniform - 1) < 5e-3
soft = int(np.argmin(spectrum))
assert 0 < soft < len(k_grid) - 1 and spectrum[soft] > 0
k_soft = k_grid[soft]
soft_uniform = a + g_grad * k_soft**2 + depol[soft].sum() / nf
assert spectrum[soft] <= soft_uniform
g_min = brentq(lambda g: mode_stiffness(g).min(), 1e-11, g_grad, xtol=1e-14)


# Interface charging by conduction in the dielectric
def leakage_growth(conductivity):
    columns = []
    for p, sigma in ((1.0, 0.0), (0.0, 1.0)):
        Ef, Ed = fields(p + sigma, 0)
        columns.append([(Ef - a * p) / rho, -conductivity * Ed])
    return max(np.linalg.eigvals(np.array(columns).T).real)


S = eb + ed * tf / td
weak = 1e-6
predicted = weak * tf / td * abs(a) / (1 + a * S)
assert leakage_growth(weak) > 0
assert abs(leakage_growth(weak) / predicted - 1) < 1e-3


# Coherent tunnelling: thickness, barrier in eV, mass ratio of each layer
def tunnel_conductance(layers):
    def integrand(k_nm):
        k = k_nm * 1e9
        action = sum(2 * t * np.sqrt(2 * m * m_e * u * charge / hbar**2
                                     + k**2) for t, u, m in layers)
        return k_nm * np.exp(-action)
    integral = quad(integrand, 0, 20, epsabs=0, epsrel=1e-8, limit=200)[0]
    return 2 * charge**2 / planck * integral * 1e18 / (2 * np.pi)


film_barrier, oxide_barrier = (tf, 2.0, 0.2), (td, 3.0, 0.3)
G_stack = tunnel_conductance([film_barrier, oxide_barrier])
G_oxide = tunnel_conductance([oxide_barrier])
C0, C0b = static_capacitance(a), static_capacitance(alpha_bias)
Cd = ed / td
Cf = (eb + 1 / a) / tf
assert Cf < 0 and C0 > Cd

# Bias at which the dielectric reaches a rough breakdown field
E_break = 1e9
D_break = ed * E_break
P_break = brentq(lambda P: eb * landau(P) + P - D_break, 0, 1)
V_break = tf * landau(P_break) + td * E_break
assert abs(displacement(V_break) / D_break - 1) < 1e-8

# Assumed linear temperature dependence of the Landau coefficient
T_ref, T_use, T_zero = 300.0, 358.0, 700.0
a_hot = a * (T_zero - T_use) / (T_zero - T_ref)
gV_hot = rates(a_hot)[0]
Ef_b, Ed_b = fields(P_bias, bias)


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Film thickness", tf * 1e9, "nm")
show("Dielectric thickness", td * 1e9, "nm")
show("Film background relative permittivity", eb / epsilon_0)
show("Dielectric relative permittivity", ed / epsilon_0)
show("Landau coefficient a", a, "m/F")
show("Landau coefficient b", b, "m^5/(F C^2)")
show("Landau spontaneous polarization", Ps * 100, "uC/cm2")
show("Landau coercive field", 2 * abs(a) * Ps / np.sqrt(27) / 1e8, "MV/cm")
show("Damping rho", rho, "ohm m")
show("Electrostatic stiffness 1/S", 1 / S, "m/F")
show("Minimum dielectric thickness, uniform mode", td_min * 1e9, "nm")
show("Film capacitance, zero bias", Cf * 100, "uF/cm2")
show("Dielectric capacitance", Cd * 100, "uF/cm2")
show("High-frequency stack capacitance", cinf * 100, "uF/cm2")
show("Static stack capacitance", C0 * 100, "uF/cm2")
show("Static stack / dielectric capacitance", C0 / Cd)
show("Fixed-voltage rate gV", gV / 1e9, "1/ns")
show("Fixed-voltage relaxation time", 1e9 / gV, "ns")
show("Fixed-voltage corner frequency", gV / (2e9 * np.pi), "GHz")
show("Fixed-charge rate gQ", gQ / 1e9, "1/ns")
show("Rate gV if background were zero",
     (a + td / (ed * tf)) / rho / 1e9, "1/ns")
for f in (0.1, 1.0, 10.0):
    z = impedance(2j * np.pi * f * 1e9, a) * 1e12
    print(f"Z at {f:g} GHz: {z.real:.1f} {z.imag:+.1f}i ohm um2")
show("External resistance times area", r_ext * 1e12, "ohm um2")
show("Slow rate with external resistance", slow_r / 1e9, "1/ns")
show("Bias voltage", bias, "V")
show("Polarization at bias", P_bias * 100, "uC/cm2")
show("Landau curvature alpha at bias", alpha_bias, "m/F")
show("Static capacitance at bias", C0b * 100, "uF/cm2")
show("Relaxation time at bias", 1e9 / gVb, "ns")
show("Film field at bias", Ef_b / 1e8, "MV/cm")
show("Dielectric field at bias", Ed_b / 1e8, "MV/cm")
show("Voltage across dielectric at bias", Ed_b * td, "V")
show("Assumed rough breakdown field", E_break / 1e8, "MV/cm")
show("Stack voltage at that field", V_break, "V")
show("Largest impedance error in time test", impedance_error, "", ".1e")
show("Largest energy-loss error in time test", loss_error, "", ".1e")
show("Assumed gradient coefficient", g_grad, "m^3/F")
show("Softest lateral stiffness", spectrum[soft], "m/F", ".3g")
show("Same k, profile uniform in depth", soft_uniform, "m/F", ".3g")
show("Softest lateral wavelength", 2e9 * np.pi / k_soft, "nm", ".2g")
show("Softest lateral decay rate", spectrum[soft] / rho / 1e9, "1/ns", ".3g")
show("Minimum gradient coefficient", g_min, "m^3/F", ".2g")
print("Barriers film, dielectric: "
      f"{film_barrier[1]:g}, {oxide_barrier[1]:g} eV")
print("Tunnelling mass ratios film, dielectric: "
      f"{film_barrier[2]:g}, {oxide_barrier[2]:g}")
show("Stack tunnel conductance", G_stack / 1e4, "S/cm2", ".2g")
show("Linear tunnel current at bias", G_stack * bias / 1e4, "A/cm2", ".2g")
show("Leakage corner frequency", G_stack / C0 / (2e3 * np.pi), "kHz", ".2g")
show("Growth time if that leakage charges interface",
     1e6 / leakage_growth(G_stack * td), "us", ".2g")
show("Growth time with leaky internal electrode",
     1e9 / leakage_growth(G_oxide * td), "ns", ".2g")
show("Assumed temperature where a vanishes", T_zero, "K")
print(f"Reference and use temperatures: {T_ref:g}, {T_use:g} K")
show("Static capacitance at use temperature",
     static_capacitance(a_hot) * 100, "uF/cm2")
show("Relaxation time at use temperature", 1e9 / gV_hot, "ns")
print("no test failed")
```

Printed output:

```
Film thickness: 1.5 nm
Dielectric thickness: 1 nm
Film background relative permittivity: 20
Dielectric relative permittivity: 9
Landau coefficient a: -1e+09 m/F
Landau coefficient b: 2.5e+10 m^5/(F C^2)
Landau spontaneous polarization: 20 uC/cm2
Landau coercive field: 0.7698 MV/cm
Damping rho: 0.5 ohm m
Electrostatic stiffness 1/S: 3.371e+09 m/F
Minimum dielectric thickness, uniform mode: 0.1453 nm
Film capacitance, zero bias: -54.86 uF/cm2
Dielectric capacitance: 7.969 uF/cm2
High-frequency stack capacitance: 4.757 uF/cm2
Static stack capacitance: 9.323 uF/cm2
Static stack / dielectric capacitance: 1.17
Fixed-voltage rate gV: 4.743 1/ns
Fixed-voltage relaxation time: 0.2108 ns
Fixed-voltage corner frequency: 0.7548 GHz
Fixed-charge rate gQ: 9.294 1/ns
Rate gV if background were zero: 14.73 1/ns
Z at 0.1 GHz: 1102.5 -17145.8i ohm um2
Z at 1 GHz: 760.1 -2221.0i ohm um2
Z at 10 GHz: 23.7 -331.0i ohm um2
External resistance times area: 5000 ohm um2
Slow rate with external resistance: 1.688 1/ns
Bias voltage: 0.5 V
Polarization at bias: 5.49 uC/cm2
Landau curvature alpha at bias: -7.739e+08 m/F
Static capacitance at bias: 8.926 uF/cm2
Relaxation time at bias: 0.1925 ns
Film field at bias: -0.5076 MV/cm
Dielectric field at bias: 5.761 MV/cm
Voltage across dielectric at bias: 0.5761 V
Assumed rough breakdown field: 10 MV/cm
Stack voltage at that field: 0.8909 V
Largest impedance error in time test: 1.7e-08
Largest energy-loss error in time test: 1.9e-08
Assumed gradient coefficient: 1e-10 m^3/F
Softest lateral stiffness: 3.65e+08 m/F
Same k, profile uniform in depth: 6.51e+08 m/F
Softest lateral wavelength: 2.6 nm
Softest lateral decay rate: 0.73 1/ns
Minimum gradient coefficient: 5e-11 m^3/F
Barriers film, dielectric: 2, 3 eV
Tunnelling mass ratios film, dielectric: 0.2, 0.3
Stack tunnel conductance: 3.5 S/cm2
Linear tunnel current at bias: 1.8 A/cm2
Leakage corner frequency: 60 kHz
Growth time if that leakage charges interface: 13 us
Growth time with leaky internal electrode: 0.8 ns
Assumed temperature where a vanishes: 700 K
Reference and use temperatures: 300, 358 K
Static capacitance at use temperature: 9.06 uF/cm2
Relaxation time at use temperature: 0.1987 ns
no test failed
```
